# The Axial Orbital, t'/t and Interlayer Hopping in Cuprate Planes

## Two places in the zone where the answer is visible

Take a flat, square CuO$_2$ plane with four orbitals per cell: Cu $d_{x^2-y^2}$, Cu $4s$, and the oxygen orbitals $p_x$, $p_y$ that point at the copper. Their energies are $\varepsilon_d,\varepsilon_s,\varepsilon_p,\varepsilon_p$. The orbitals are orthogonal, the electrons move independently, and oxygen orbitals have no direct hopping between them. Wave vectors are in units of the inverse lattice constant.

The two $p_x$ orbitals beside a copper atom turn lobes of opposite sign towards it. With Bloch sums phased by the atomic positions,

$$\langle d|H|p_x\rangle=t_{pd}(e^{-ik_x/2}-e^{ik_x/2})=-2it_{pd}S_x,\qquad S_x=\sin\tfrac{k_x}{2}.$$

The $d$ orbital changes sign between $x$ and $y$, while $s$ does not. Therefore

$$\langle d|H|p_y\rangle=+2it_{pd}S_y,\qquad \langle s|H|p_{x,y}\rangle=-2it_{sp}S_{x,y}.$$

**The diagonal, $k_x=k_y=q$.** Here $d$ couples to $p_x-p_y$ and $s$ to $p_x+p_y$, so they do not mix. The squared coupling of $d$ to its normalized partner is $8t_{pd}^2\sin^2(q/2)=4t_{pd}^2(1-\cos q)$. The two-level problem gives

$$d(E)\equiv\frac{(E-\varepsilon_d)(E-\varepsilon_p)}{4t_{pd}^2}=1-\cos q .$$

**The point $(\pi,0)$.** Now $S_y=0$, so $p_y$ drops out, and $p_x$ couples to both $d$ and $s$:

$$E-\varepsilon_p=\frac{4t_{pd}^2}{E-\varepsilon_d}+\frac{4t_{sp}^2}{E-\varepsilon_s}.$$

Divide by $E-\varepsilon_p$ and define $s(E)=(\varepsilon_s-E)(E-\varepsilon_p)/4t_{sp}^2$. Then $1=1/d-1/s$, or

$$d=\frac{s}{1+s}=1-2r,\qquad r\equiv\frac{1}{2(1+s)} .$$

Without the $s$ orbital this would be $d=1$. The $s$ level lies above the conduction band and pushes it down at $(\pi,0)$, by an amount fixed by $r$, while leaving the diagonal alone. In this model, which has no direct O–O hopping, this contrast is the source of both $t'$ and the anisotropic interlayer hopping.

## All wave vectors, with one axial orbital

Let $c_d,c_s,c_x,c_y$ be the amplitudes and $w=E-\varepsilon_p$. The oxygen equations are

$$wc_x=2iS_x(t_{pd}c_d+t_{sp}c_s),\qquad wc_y=2iS_y(-t_{pd}c_d+t_{sp}c_s).$$

Insert them in $(E-\varepsilon_d)c_d=-2it_{pd}S_xc_x+2it_{pd}S_yc_y$. Since $(-2i)(2i)=4$,

$$(E-\varepsilon_d)w\,c_d=4t_{pd}^2(S_x^2+S_y^2)c_d+4t_{pd}t_{sp}(S_x^2-S_y^2)c_s .$$

With

$$u=\tfrac12(\cos k_x+\cos k_y),\qquad v=\tfrac12(\cos k_x-\cos k_y),$$

the identity $\sin^2(k/2)=(1-\cos k)/2$ gives $S_x^2+S_y^2=1-u$ and $S_x^2-S_y^2=-v$. Division by $4t_{pd}$ yields

$$(1-u-d)\,t_{pd}c_d=v\,t_{sp}c_s. \tag{1}$$

The $s$ equation is handled in the same way: $(E-\varepsilon_s)w\,c_s=4t_{sp}^2(1-u)c_s-4t_{pd}t_{sp}v\,c_d$. Its left side is $-4t_{sp}^2s\,c_s$, so

$$(1-u+s)\,t_{sp}c_s=v\,t_{pd}c_d. \tag{2}$$

Eliminating the amplitudes gives $1-u-d=v^2/(1-u+s)$. Because $1+s=1/2r$, the fraction is $v^2/(1/2r-u)$, and

$$\boxed{\,d(E)=W(\mathbf k;r),\qquad W=1-u-\frac{2rv^2}{1-2ru}\,}. \tag{3}$$

The limits return correctly: $v=0$ gives the diagonal result, and $u=0$, $v^2=1$ gives $d=1-2r$. If $\varepsilon_s\to\infty$, then $r\to0$ and the contours are those of nearest-neighbour hopping.

## Several axial orbitals, still one number

In cuprates that have apical oxygen, Cu $s$ mixes with the apical $p_z$, and Cu $d_{3z^2-r^2}$ also couples to the plane. All three are even under exchange of $x$ and $y$. Collect them in a real on-site matrix $H_{ax}$, with amplitudes $\mathbf a$ and a vector $\mathbf T$ of couplings to the oxygen $p$ orbitals (zero for apical $p_z$). Eliminating $p_x,p_y$ as before gives

$$(E-H_{ax})\mathbf a=\frac{4\mathbf T}{w}\left[(1-u)A-v\,t_{pd}c_d\right],\qquad A=\mathbf T^{\mathsf T}\mathbf a .$$

Everything in brackets is a scalar. Solve for $\mathbf a$, multiply by $\mathbf T^{\mathsf T}$, and define

$$g=\mathbf T^{\mathsf T}(H_{ax}-E)^{-1}\mathbf T,\qquad s=\frac{E-\varepsilon_p}{4g}.$$

The result is $sA=-(1-u)A+v\,t_{pd}c_d$, which is (2) with $t_{sp}c_s$ replaced by $A$. Equation (1) changes in the same way, so (3) survives. For $s$ alone, $g=t_{sp}^2/(\varepsilon_s-E)$ and the earlier $s(E)$ returns.

The "axial orbital" is thus the one combination that the plane sees. At a given energy, $d$ selects the contour and $r$ contains everything the axial orbitals do to its shape. The derivation needs a common $\mathbf k$-dependence for all axial couplings and no direct O–O hopping. Such hopping changes the formulas for $d$ and $r$, but the contours keep the form (3) with altered values of both, because the secular determinant remains linear in each of $S_x^2$ and $S_y^2$. For $s>0$ we have $0<r<\tfrac12$, so $1-2ru$ stays positive. If $d_{3z^2-r^2}$, lying below $E$, makes $g$ negative, that simple regime is lost. This happens in the example below near the band bottom: $g<0$ for $E$ under about 0.6 eV, and $r$ passes through a pole where $s=-1$. Equation (3), in the form $1-u-d=v^2/(1-u+s)$, still holds there.

The example uses round parameters of rough cuprate size, in eV: $\varepsilon_d=0$; $\varepsilon_p=-1$; $\varepsilon_s=6$; $-1$ for both $d_{3z^2-r^2}$ and apical $p_z$; $t_{pd}=1.5$; $t_{sp}=2.3$. The coupling of $d_{3z^2-r^2}$ to planar oxygen is $-t_{pd}/\sqrt3=-0.866$. Apical $p_z$ couples to $s$ by 1.25 and to $d_{3z^2-r^2}$ by 0.70. Diagonalizing the six-orbital matrix at 60 random wave vectors, with both components between 0.3 and $\pi$, reproduced (3) to within $10^{-8}$ in $d$.

At 0.16 holes per copper the Fermi energy is $E_F=1.918$ eV, uncertain by about 0.001 eV because of the finite wave-vector grid. Then

$$d_F=\frac{1.918\times2.918}{4\times1.5^2}=0.622,\quad s=0.943,\quad r=\frac1{2\times1.943}=0.257 .$$

A second model, with no apical or $d_{3z^2-r^2}$ coupling, $t_{sp}=2.0$ eV and $t_{pd}=1.3$ eV, had its $\varepsilon_s$ and $\varepsilon_d$ set to give the same $s$ and $d$ at $E_F$. At five points of the first model's Fermi contour its energy was again $E_F$, within $10^{-8}$ eV.

## From r to hopping integrals

Near $E_F$, hold $r$ at its Fermi-level value and linearise $d$, with $\dot d=\partial d/\partial E=(2E_F-\varepsilon_d-\varepsilon_p)/4t_{pd}^2$:

$$E(\mathbf k)\approx E_F+\frac{W(\mathbf k;r)-d_F}{\dot d}.$$

Write $c_x=\cos k_x$, $c_y=\cos k_y$ from here on, with $a=\cos2k_x$, $b=\cos2k_y$, and define the hopping integrals by

$$E=\text{const}-2t(c_x+c_y)+4t'c_xc_y-2t''(a+b)+\dots$$

In this convention $t'$ is positive here. The geometric series is

$$\frac{2rv^2}{1-2ru}=2rv^2+4r^2uv^2+8r^3u^2v^2+16r^4u^3v^2+32r^5u^4v^2+\dots$$

Using $c_x^2=(1+a)/2$ and $uv=(c_x^2-c_y^2)/4=(a-b)/8$, collect the three harmonics order by order.

- Order $r$: $2rv^2=\frac r2(c_x^2+c_y^2-2c_xc_y)=\frac r2+\frac r4(a+b)-rc_xc_y$.
- Order $r^2$: $4r^2(uv)v=\frac{r^2}{4}(a-b)(c_x-c_y)$. As $ac_x=\frac12(c_x+\cos3k_x)$, this contains $\frac{r^2}{8}(c_x+c_y)$.
- Order $r^3$: $8r^3(uv)^2=\frac{r^3}{8}(a-b)^2$, which contains none of the three.
- Order $r^4$: $16r^4(uv)^2u=\frac{r^4}{8}(a-b)^2(c_x+c_y)$. The averages of $a^2$ and $b^2$ are $\frac12$ each, and $ab$ contributes nothing, so this contains $\frac{r^4}{8}(c_x+c_y)$.
- Order $r^5$: $32r^5(uv)^2u^2=\frac{r^5}{8}(a-b)^2\left[1+\frac{a+b}{2}+2c_xc_y\right]$. In $(a-b)^2c_xc_y$ the coefficient of $c_xc_y$ is $\frac12+\frac12-2\cdot\frac12\cdot\frac12=\frac12$, giving $\frac{r^5}{8}c_xc_y$. In $(a-b)^2(a+b)=a^3-a^2b-ab^2+b^3$ the coefficient of $a$ is $\frac34-\frac12=\frac14$, giving $\frac{r^5}{64}(a+b)$.

These terms enter $W$ with a minus sign, alongside $-u=-\frac12(c_x+c_y)$. Comparison with the definition gives

$$4\dot dt=1+\tfrac{r^2}{4}+\tfrac{r^4}{4}+\dots,\quad 4\dot dt'=r-\tfrac{r^5}{8}+\dots,\quad 8\dot dt''=r+\tfrac{r^5}{16}+\dots$$

$$\boxed{\frac{t'}{t}=r\left(1-\frac{r^2}{4}-\frac{5r^4}{16}+\dots\right),\qquad \frac{t''}{t'}=\frac12+O(r^4)}$$

For the example $\dot d=0.537$ eV$^{-1}$. This gives $t=0.47$ eV, $t'=0.120$ eV and $t''=0.060$ eV. The series gives $t'/t=0.2527$; a numerical Fourier transform of $W$ gives 0.2526.

**How far linearisation may be trusted.** The Fermi contour itself needs no linearisation. For velocities, differentiate $F=d-1+u+v^2/(1-u+s)=0$ implicitly:

$$\nabla_{\mathbf k}E=\frac{\nabla_{\mathbf k}W}{\dot d-Q\dot s},\qquad Q=\frac{v^2}{(1-u+s)^2}=\frac{4r^2v^2}{(1-2ru)^2},\qquad \dot s=\frac{\partial s}{\partial E}.$$

On the diagonal $Q=0$, so the linearised velocity is correct there. Each component of $\nabla_{\mathbf k}W$ is $\frac12\sin q$. With lattice constant $a_0=0.38$ nm and $q=0.377\pi$,

$$v_F=\frac{a_0\sin q}{\sqrt2\,\hbar\dot d}=7.0\times10^5\ \text{m/s}.$$

At the zone edge, $\dot s=-0.218$ eV$^{-1}$ multiplies the linearised velocity by 0.92.

The whole band is another matter. Its Fourier coefficients give $t'/t=0.10$ and $t''/t'=2.1$, far from the Fermi-level values. The main reason is the curvature $\ddot d=1/2t_{pd}^2>0$. Inverting $d(E)$ to second order adds $-\ddot d(W-d_F)^2/2\dot d^3$ to the energy. This contains a negative multiple of $u^2=\frac14[1+\frac12(a+b)+2c_xc_y]$, which lowers $t'$ and raises $t''$, as found. Second order gives only the direction: on its own it overshoots, to $t'/t=0.04$ and $t''/t'=7.5$. Holding $r$ at its Fermi-level value and inverting $d(E)$ exactly gives $t'/t=0.098$ and $t''/t'=2.2$, so the energy dependence of $r$ matters little for these ratios. It is mild from 1 eV to the band top ($r=0.19$ to 0.30). It is strong near the band bottom, but there $|v|\le1-u$ is small. The relation between $t'/t$ and $r$ therefore belongs to the band linearised about $E_F$, not to a fit of the entire band.

Nor is $t'/t$ fixed by the Fermi contour alone. Since $(1-u)^2-v^2=(1-c_x)(1-c_y)$, the condition $(1-u-d)(1-u+s)=v^2$ reads $c_xc_y-\left[1+\tfrac12(s-d)\right](c_x+c_y)=\text{const}$. A model with only $t$ and $t'$, with $t'/t=1/(2+s-d)=0.43$ in the example, therefore has exactly the same contour. The value $t'/t\approx r$ holds for the expansion of $W$ with all its harmonics kept. Truncated after $t''$, that expansion varies by about 50 meV along the Fermi contour.

## Two planes

Stack two identical planes vertically and let only their Cu $s$ orbitals communicate, with hopping $-\tau$. Even and odd combinations of the planes decouple. Each is a single-plane problem with $\varepsilon_s$ replaced by $\varepsilon_s-\tau$ (even) or $\varepsilon_s+\tau$ (odd), so each obeys (3) with its own $r$.

Define $t_\perp$ as half the odd–even splitting. To first order in $\tau$ it is $\tau\,\partial E/\partial\varepsilon_s$, which perturbation theory identifies as $\tau|c_s|^2$ for a normalized state. Raising $\varepsilon_s$ changes $(H_{ax}-E)^{-1}$ so that $\partial g/\partial\varepsilon_s=-x_s^2$, where $x_s$ is the Cu $s$ component of $(H_{ax}-E)^{-1}\mathbf T$. Thus

$$\kappa\equiv\frac{\partial s}{\partial\varepsilon_s}=\frac{(E-\varepsilon_p)x_s^2}{4g^2}.$$

Since $\partial F/\partial s=-Q$, implicit differentiation gives

$$t_\perp(\mathbf k)=\tau\,\frac{Q\kappa}{\dot d-Q\dot s}
=\frac{\tau\kappa r^2}{\dot d}\,\frac{(\cos k_x-\cos k_y)^2}{(1-2ru)^2}\,\frac{1}{1-Q\dot s/\dot d}. \tag{4}$$

At fixed energy the first factor is constant. The familiar form $t_\perp\propto(\cos k_x-\cos k_y)^2$ follows when $2r|u|\ll1$ and $Q|\dot s|\ll\dot d$. The square has a plain origin: an electron goes from $d$ to $s$ with amplitude proportional to $v$, crosses, and returns with another factor $v$.

For $\tau=1$ eV, points on the single-plane Fermi contour give the following values in meV. "Plain law" means $v^2$ scaled to the first-order value at the zone edge.

| $(k_x,k_y)/\pi$ | diagonalized | eq. (4) | plain law |
|---|---:|---:|---:|
| (0.377, 0.377) | 0 | 0 | 0 |
| (0.501, 0.281) | 19.5 | 19.4 | 11.9 |
| (0.626, 0.223) | 52.9 | 52.6 | 38.6 |
| (1.000, 0.159) | 103.2 | 102.8 | 102.8 |

At the second point (4) exceeds the plain law by a factor 1.63. There $u=0.316$ and $1-2ru=0.837$, against 1.03 at the edge, which accounts for a factor of about 1.52; the velocity factor supplies the remaining 1.07. The plain law has the right zero and the right trend, but it underestimates the hopping between node and edge.

The zero on the diagonal holds for any $\tau$ in this model, because $d$ does not mix with the axial orbitals there. A direct interlayer path that avoids them could remove it. The even and odd bands have $r=0.296$ and 0.223 at $E_F$: lowering the axial energy lengthens the range.

**Infinite stacks.** For vertical stacking, the two neighbours shift $\varepsilon_s$ by $-2\tau\cos k_z$, with $k_z$ in inverse layer spacings, so the first-order energy shift is $-2t_\perp(\mathbf k)\cos k_z$. In body-centred stacking the neighbours sit at $(\pm\frac12,\pm\frac12,\pm\frac12)$ of the cell. With hopping $-\tau$ to each, the eight phases sum to a shift

$$-8\tau\cos\tfrac{k_x}{2}\cos\tfrac{k_y}{2}\cos\tfrac{k_z}{2},$$

with $k_z$ now in inverse cell heights. The extra in-plane factor vanishes at $(\pi,0)$, where the vertical stack has strong hopping. The pure $(\cos k_x-\cos k_y)^2$ form therefore belongs to vertical stacking.

## What moves r, and the real material

Scaling both apical couplings by 0, 0.7, 1 and 1.3, with doping and orbital energies fixed, gives $r=0.293$, 0.276, 0.257 and 0.230. In this model, weaker contact with the apical oxygen means a larger $t'/t$. Removing $d_{3z^2-r^2}$ at unchanged energy raises $r$ from 0.2573 to 0.3055: lying below $E_F$, this orbital opposes the $s$ contribution to $g$.

Hole-doped cuprates are the real case. Band calculations for them, expanded with $t''$ and longer hops retained, give $t'/t$ of very roughly 0.1 to 0.4 in the present sign convention, so the example is not extreme. Values from fits with only $t$ and $t'$ are not directly comparable. A residual O–O hopping of 0.1 eV, at fixed doping, moves the $r$ read from the node and zone edge of the contour to 0.266, about 3% up. The correction is not always so small: an O–O hopping of 0.6 eV would give 0.300, about 16% up. Shifting the energy by $\pm0.1$ eV changes $r$ by about 0.003. At 100 K the thermal energy is 8.6 meV, well below the zone-edge splitting $2t_\perp\approx206$ meV obtained for the assumed $\tau=1$ eV; the splitting is close to proportional to $\tau$.

The assumption that real cuprates break most severely is independent electrons. A Gutzwiller estimate forbids double occupancy. A spin-$\sigma$ hop then needs an occupied site, with probability $n_\sigma=(1-p)/2$, and an empty one, with probability $p$. Without the constraint the second site need only lack spin $\sigma$, with probability $1-n_\sigma$. The hopping is reduced by

$$\frac{n_\sigma p}{n_\sigma(1-n_\sigma)}=\frac{2p}{1+p}=0.276\quad(p=0.16).$$

Applied uniformly, this leaves $t'/t$ unchanged but lowers $t$ to about 0.13 eV, the zone-edge $t_\perp$ to about 28 meV and the nodal velocity to about $1.9\times10^5$ m/s. Measured nodal velocities are roughly $2$–$3\times10^5$ m/s, nearer the reduced value than the bare one. The estimate is crude: it omits spin correlations and any momentum dependence of the reduction. The remaining figures are in the numerical output.

## Calculated quantities

```
input ed = 0.000 eV
input ep = -1.000 eV
input es = 6.000 eV
input ez = -1.000 eV
input ec = -1.000 eV
input tpd = 1.500 eV
input tsp = 2.300 eV
input tzp = -0.866 eV
input tsc = 1.250 eV
input tzc = 0.700 eV
input doping = 0.16 holes per Cu
input vertical s-s hopping tau = 1.00 eV
input lattice constant = 0.38 nm
Fermi energy = 1.9179 eV
band energy at (pi,0) = 1.6818 eV
d at Fermi energy = 0.6218
s at Fermi energy = 0.9433
range parameter r = 0.2573
slope dd/dE = 0.5373 1/eV
slope ds/dE = -0.2184 1/eV
linearised band t = 0.4735 eV
linearised band t' = 0.1196 eV
linearised band t'' = 0.0599 eV
t'/t by Fourier transform = 0.2526
t'/t by series = 0.2527
t''/t' = 0.5005
nodal kx = ky = 0.3766 pi/a
nodal velocity = 7.033e+05 m/s
contour: kx/pi, ky/pi, v^2, hopping in meV: exact, 1st order, v^2 law
  0.377 0.377 0.0000 0.00 0.00 0.00
  0.501 0.281 0.1020 19.52 19.36 11.90
  0.626 0.223 0.3306 52.93 52.60 38.58
  0.813 0.174 0.7104 90.52 90.15 82.89
  1.000 0.159 0.8811 103.15 102.80 102.80
r of even, odd bilayer band at Fermi energy = 0.2962, 0.2232
apical couplings times 0.0: r = 0.2934
apical couplings times 0.7: r = 0.2762
apical couplings times 1.3: r = 0.2303
r without d(3z2-r2), same energy = 0.3055
neglected O-O hopping 0.1 eV: contour r = 0.2660
r at Fermi energy -0.1, +0.1 eV = 0.2542, 0.2601
zone-edge velocity factor from ds/dE = 0.9182
full nonlinear band: t = 0.4212 eV, t'/t = 0.1005, t''/t' = 2.1257
thermal energy at 100 K = 8.62 meV
Gutzwiller hopping reduction, no double occupancy = 0.276
```
